# Solute Left in the Crystal Behind a Moving Grain Boundary

**Q:** Solute enters a metal from its surface and runs down a grain boundary. I can see that the boundary fills up. Why should the crystal beside it contain any solute, if lattice diffusion is too slow to matter?

**A:** Because the boundary moves. Atoms that belong to the boundary now will belong to a crystal once it has passed, and solute among them is built into that crystal.

Take a flat boundary perpendicular to the surface. Let $y$ be depth and $x$ the sideways direction. The boundary has width $\delta$ and moves towards $+x$ at constant speed $v$. Nothing varies along the third direction, so I count solute per unit length in it. Concentrations are fractions of atomic sites, with the same site density in boundary and crystal. Let $c_b(y,t)$ be the fraction in the boundary, $c_0$ that in the crystal ahead, and $c(y)$ that in the crystal just formed behind.

**Q:** Then write the balance, and do not hide the motion in it.

**A:** Follow a slice of boundary of height $dy$, in a box that travels with it. It holds the amount $\delta c_b\,dy$, which three things change.

Diffusion along the boundary carries the flux $-D_b\,\partial c_b/\partial y$ through a width $\delta$. Inflow at $y$ minus outflow at $y+dy$ gives $+\delta D_b(\partial^2c_b/\partial y^2)\,dy$ for constant $D_b$. On the leading face, crystal of area $v\,dy$ enters per unit time and brings $vc_0\,dy$. On the trailing face an equal area leaves and takes $vc\,dy$. Dividing by $dy$,

$$\delta\frac{\partial c_b}{\partial t}=\delta D_b\frac{\partial^2c_b}{\partial y^2}+vc_0-vc .$$

This assumes that $c_b$ is uniform across the width. If diffusion across the boundary is about as fast as along it, the relevant ratio is $v\delta/D_b$. For the numbers used below it is $0.1\times0.5/(4\times10^4)\approx10^{-6}$, so the assumption is then safe.

**Q:** You have one equation and two unknowns, $c_b$ and $c$.

**A:** The missing relation is the partition at the trailing face. I define

$$s=\frac{c_b}{c}$$

there and take $s$ to be constant. If atoms exchange across that face faster than the boundary advances, $s$ is the equilibrium segregation factor. If they do not, $s$ is a kinetic ratio that may depend on speed. The mathematics needs a constant ratio; calling it "segregation" needs fast exchange as well.

**Q:** Now the steady profile. I want to see why one exponential is chosen.

**A:** In steady state the time derivative vanishes. Substituting $c_b=sc$ gives

$$s\delta D_b\frac{d^2c}{dy^2}=v(c-c_0).$$

For constant $c_0$, put $w=c-c_0$, so that $w''=c''$. Dividing by $v$,

$$L^2w''=w,\qquad L^2=\frac{s\delta D_b}{v}.$$

A trial $w=e^{qy}$ requires $L^2q^2=1$, hence $q=\pm1/L$ and $w=Ae^{-y/L}+Be^{y/L}$. In a crystal much deeper than $L$ the concentration must stay bounded, so $B=0$. The surface is held so that the crystal formed there has $c=c_s$, hence $A=c_s-c_0$. Fresh crystal has $c_0=0$, and

$$c(y)=c_s e^{-y/L},\qquad L=\sqrt{\frac{s\delta D_b}{v}} .$$

The dimensions agree: $\delta D_b/v$ is (length × length²/time)/(length/time), a length squared, and $s$ is a pure number.

**Q:** Why does segregation increase the depth? I would expect a boundary that holds solute tightly to slow it down.

**A:** Binding can slow the solute by lowering $D_b$, and the steady depth shrinks if $D_b$ falls by a larger factor than $s$ rises. Here $D_b$ is held fixed. A larger $s$ then lengthens the relative approach to the steady state, as the start-up will show, yet it does not lower the concentration at any depth or time. For a given $c$ in the crystal, a larger $s$ means more solute in the boundary, hence a larger flux along it, while the loss $vc$ is unchanged. The flux therefore reaches deeper. In the same way a faster boundary loses more solute per second at each depth and shortens the profile.

The total balance shows this too. The supply through the surface, per unit length of the boundary's trace, is

$$-s\delta D_b\left.\frac{dc}{dy}\right|_0=\frac{s\delta D_b c_s}{L}=vc_sL,$$

since $s\delta D_b=vL^2$. The rate of deposition is

$$v\int_0^\infty c_se^{-y/L}\,dy=vc_sL .$$

The two agree. With the other quantities fixed, the supply grows as $\sqrt v$: the boundary feeds more crystal, but to a smaller depth.

**Q:** Give me numbers from a case that exists.

**A:** Zinc entering copper from the vapour is a known case in which boundaries migrate as solute arrives. For a temperature near 620 K I take rough typical values: $s=5$, $\delta=0.5$ nm, $D_b=4\times10^4$ nm²/s, which is $4\times10^{-10}$ cm²/s, and $v=0.1$ nm/s. The zinc fraction at the surface is $c_s=0.10$. These are model inputs, not measurements. Then

$$s\delta D_b=5\times0.5\times4\times10^4=1.0\times10^5\ \text{nm}^3/\text{s},$$

$$L=\sqrt{\frac{1.0\times10^5}{0.1}}\ \text{nm}=1000\ \text{nm}=1.0\ \mu\text{m}.$$

The zinc fraction is 0.037 at 1000 nm and 0.0135 at 2000 nm. It falls to one hundredth of its surface value at $L\ln100\approx4600$ nm. The supply $vc_sL=0.1\times0.10\times1000=10$ nm²/s is the volume of pure solute, at the same site density, that enters per second per unit length of trace.

**Q:** All this follows from a continuum equation you wrote down. Has the moving boundary itself been followed?

**A:** Yes, in a calculation that does not use the steady equation. The boundary advances in small jumps. At each jump its solute is shared between the boundary in its new place and the thin layer of crystal left behind, with the total conserved. Between jumps solute diffuses along the boundary. With jumps of $0.004\,s\delta$ and a run of twenty times $s\delta/v$, the deposited profile differs from the exponential by at most 0.0032 of $c_s$, and its fitted decay length is 1001 nm.

The dependence on each factor was tested separately, with $s$ tripled, $\delta$ doubled, $D_b$ halved and $v$ quadrupled, one at a time. The fitted length followed the square-root formula within about 0.1% in all four runs.

**Q:** Atoms do not come in layers of $0.004\,s\delta$. What do real lattice planes do?

**A:** Let the jump be one plane spacing $a$, and define $r=a/(s\delta)$. Far below the surface, try a boundary profile $e^{-y/\Lambda}$ and follow it through one cycle.

During the waiting time $a/v$ diffusion acts alone. Since $D_b\,\partial^2c_b/\partial y^2=(D_b/\Lambda^2)c_b$, the profile is multiplied by $\exp[D_ba/(v\Lambda^2)]$. At the jump, an old content $\delta c_b$ is shared between a boundary with the new value $c_b'$ and a plane with $c_b'/s$:

$$\delta c_b=\delta c_b'+a\frac{c_b'}{s}\quad\Rightarrow\quad c_b'=\frac{c_b}{1+r}.$$

A repeating cycle needs the product of the two factors to be one. Because $D_ba/v=L^2r$, this means

$$\frac{L^2r}{\Lambda^2}=\ln(1+r),\qquad \Lambda=L\sqrt{\frac{r}{\ln(1+r)}} .$$

For small $r$, $\ln(1+r)\approx r-r^2/2$, so $\Lambda\approx L(1+r/4)$. With $r=0.004$ the excess is 0.1%, which accounts for the 1001 nm just quoted. For $a=0.2$ nm, $r=0.2/2.5=0.08$ and $\Lambda=1020$ nm. The jump-by-jump calculation gives the same length. With this sharing rule, evenly timed atomic steps lengthen the profile in this example by 2%, and steps at random times with the same mean speed lengthen the average profile by about 4%. The rule is a modelling choice. If the plane instead takes the value $c_b/s$ held before the jump, then $c_b'=c_b(1-r)$; even steps give 980 nm and random steps leave the average profile at $L$. What carries over is the size: a correction of a few per cent at most, of order $r$.

**Q:** You keep saying "steady". How long must I wait, and what is left in the crystal meanwhile?

**A:** Start with an empty boundary, $c_0=0$, and switch the surface on at $t=0$. Put $c_b=sc$ into the time-dependent balance and divide by $s\delta$:

$$\frac{\partial c}{\partial t}=D_b\frac{\partial^2c}{\partial y^2}-kc,\qquad k=\frac{v}{s\delta},\qquad L^2=\frac{D_b}{k}.$$

Here $c(y,t)$ is the concentration being deposited at time $t$. Write $c=e^{-y/L}g$. Two differentiations give

$$\frac{\partial^2c}{\partial y^2}=e^{-y/L}\left(\frac{\partial^2g}{\partial y^2}-\frac2L\frac{\partial g}{\partial y}+\frac{g}{L^2}\right).$$

The last term contributes $D_bg/L^2=kg$, which cancels the loss. What remains is

$$\frac{\partial g}{\partial t}=D_b\frac{\partial^2g}{\partial y^2}-\frac{2D_b}{L}\frac{\partial g}{\partial y}.$$

This is diffusion in a frame drifting at speed $2D_b/L$. Plain diffusion is solved by $\mathrm{erfc}[\eta/(2\sqrt{D_bt})]$, and here $\eta=y-2D_bt/L$. Since $\sqrt{D_bt}/L=\sqrt{kt}$, one solution is $g=\mathrm{erfc}(\alpha-\beta)$ with

$$\alpha=\frac{y}{2\sqrt{D_bt}},\qquad \beta=\sqrt{kt}.$$

Replacing $L$ by $-L$ gives a second solution. Half their sum is

$$\frac{c}{c_s}=\tfrac12\left[e^{-y/L}\,\mathrm{erfc}(\alpha-\beta)+e^{y/L}\,\mathrm{erfc}(\alpha+\beta)\right].$$

**Q:** Does it meet the conditions? A growing exponential in the answer worries me.

**A:** At $y=0$ the bracket is $\mathrm{erfc}(-\beta)+\mathrm{erfc}(\beta)=2$, so $c=c_s$. For the growing term, use $y/L=2\alpha\beta$ and the bound $\mathrm{erfc}(z)\le e^{-z^2}$ for $z\ge0$:

$$e^{2\alpha\beta}\,\mathrm{erfc}(\alpha+\beta)\le e^{2\alpha\beta-(\alpha+\beta)^2}=e^{-\alpha^2-\beta^2}.$$

It vanishes at great depth, at $t\to0$ for $y>0$, and at $t\to\infty$. The first term also vanishes in the first two limits. At long times $\mathrm{erfc}(\alpha-\beta)\to2$, which leaves $e^{-y/L}$.

The time scale is $1/k=s\delta/v=2.5/0.1=25$ s. In that time the boundary moves $s\delta=2.5$ nm, about a dozen planes. Deeper points settle later: the front of the first term, where $\alpha=\beta$, reaches depth $y$ at $t=(y/2L)(s\delta/v)$. At 1000 nm the deposit has 89% of its steady value after 25 s. At 3000 nm it has 32% after 25 s and 94% after 75 s. In an anneal of $10^4$ s the boundary travels 1000 nm, so the poorer strip from the start-up is a small part of the swept crystal.

**Q:** Can I then measure $L$ and announce the boundary diffusivity?

**A:** No. A profile and a speed give the product $s\delta D_b=vL^2$, here $0.1\times1000^2=10^5$ nm³/s. The steady profile cannot separate its three factors. The start-up strip could help, since at a fixed $y/L$ its width is proportional to $s\delta$. With $s\delta=2.5$ nm, however, the strip at $y=L$ is only a few nanometres wide, and with the lattice diffusivity used below it is blurred away during an anneal of $10^4$ s.

**Q:** A diffusion barrier is a thin film, not a crystal of unlimited depth. What changes?

**A:** The growing exponential returns. Suppose solute enters a foil of thickness $2h$ from both faces, with a boundary running through it. By symmetry no flux crosses the middle plane, so $c'(h)=0$. The combination of $e^{\pm y/L}$ with zero slope at $y=h$ is $\cosh[(h-y)/L]$, and the surface value fixes its factor:

$$c(y)=c_s\frac{\cosh[(h-y)/L]}{\cosh(h/L)},\qquad 0\le y\le h .$$

The same formula holds for a film of thickness $h$ whose far side blocks solute. If $h\ll L$, both hyperbolic cosines are close to one and the boundary leaves nearly uniform crystal. If $h\gg L$, then $\cosh(h/L)\approx e^{h/L}/2$, and the middle receives $2c_se^{-h/L}$, the sum of two separate exponentials.

For a foil of 4000 nm, $h/L=2$. The fraction in the middle is $0.10/\cosh2=0.0266$, against 0.0135 at the same depth in a deep crystal. Repeated sweeps carry solute deeper, so no fixed thickness is safe for ever. Even for a single sweep, a film that is to stop solute by this route must be several $L$ thick, or its boundaries must not carry solute to the far side at all. Pinning them removes the loss to newly formed crystal and, in a long anneal, lets solute run deeper. Lattice diffusion into the crystal on both sides is then the leak; it slows the advance but does not stop it.

**Q:** Then what happens as $v\to0$? Your $L$ becomes infinite.

**A:** The formula leaves its range. The start-up time $s\delta/v$ also becomes infinite, so no steady state is reached, and lattice diffusion takes over as the leak.

To find where lattice diffusion first shows, consider crystal ahead of the boundary with lattice diffusivity $D_l$. A profile carried along unchanged depends on $X=x-vt$, so $\partial c/\partial t=-v\,dc/dX$. With depth variation neglected over this short range,

$$D_l\frac{d^2c}{dX^2}+v\frac{dc}{dX}=0\quad\Rightarrow\quad c\propto e^{-vX/D_l}.$$

The constant solution is excluded because the crystal far ahead is clean. With a rough $D_l=4\times10^{-3}$ nm²/s, the length $D_l/v$ is 0.04 nm. This is less than the plane spacing of 0.2 nm, so it does not describe a real layer; it says that the boundary outruns the lattice diffusion. The two lengths become equal at $v=D_l/a=0.02$ nm/s. Around and below that speed, a solute layer of real width runs ahead of the boundary. If the fraction at the leading face is comparable with $c$, the layer holds about $cD_l/v$ per unit depth, as much as the boundary deposits in a time $D_l/v^2$. At first the leak into it exceeds $vc$. The leak fades as the layer fills, and the full layer travels with the boundary and adds no further loss. The steady formula therefore survives below 0.02 nm/s as long as $D_l/v^2$ and the settling time are short against the anneal; for $10^4$ s it still holds at 0.005 nm/s and begins to fail near 0.001 nm/s. As $v\to0$ the building time grows without limit, and lattice diffusion is then the main leak.

**Q:** And behind it? That crystal sits hot for the rest of the anneal.

**A:** Lattice diffusion acts on $e^{-y/L}$ by $\partial c/\partial t=D_lc''=(D_l/L^2)c$. Away from the surface the profile keeps its shape and is multiplied by $e^{D_lt/L^2}$. After $10^4$ s the exponent is $4\times10^{-3}\times10^4/10^6=4\times10^{-5}$, which is negligible. In crystal that the boundary has not swept, direct penetration from the surface reaches about $2\sqrt{D_lt}=13$ nm, a thin skin beside a profile 1000 nm deep. The side edges of the swept region blur over a similar distance.

**Q:** You have just undermined yourself. If lattice atoms move only about one spacing while the boundary passes, how can the trailing face be in equilibrium?

**A:** Not by lattice diffusion. It would have to be kept by jumps between the boundary and the last crystal plane, whose rate this model does not contain. That is why $s$ was defined as the actual ratio at the trailing face. In the extreme case of complete trapping the crystal inherits the boundary's composition and $s=1$. With $\delta$, $D_b$ and $v$ held fixed, $L$ becomes $\sqrt{0.5\times4\times10^4/0.1}=447$ nm, less than half the previous value. If $c_s$ is still the fraction in the crystal formed at the surface, the profile keeps its form with this shorter length.

**Q:** Real boundaries are not perpendicular to the surface either.

**A:** Tilt the boundary by an angle $\theta$ from the surface normal and let it still translate sideways at $v$. Let $\sigma$ be distance along it, so $dy=\cos\theta\,d\sigma$. A segment $d\sigma$ sweeps the area $v\,dy=v\cos\theta\,d\sigma$ per unit time, and the balance is

$$s\delta D_b\frac{d^2c}{d\sigma^2}=v\cos\theta\,c .$$

Since $d/d\sigma=\cos\theta\,d/dy$, the left side is $s\delta D_b\cos^2\theta\,c''$. Dividing by $\cos\theta$ gives $s\delta D_b\cos\theta\,c''=vc$, so $L$ is multiplied by $\sqrt{\cos\theta}$. At 45° it is 841 nm. A separate balance on slanted segments, with swept areas found from their corners, gives the same length.

If the speed normal to the boundary is held fixed instead, the sideways speed is $v/\cos\theta$ and the factor becomes $\cos\theta$. The profile is then unchanged along the boundary, and its depth is merely the projection.

**Q:** With $s=5$ and $c_s=0.10$, your boundary is half zinc at the surface. Constant $D_b$ looks doubtful.

**A:** It is doubtful, and so is constant $s$. To size the first, let the diffusivity be $D_0(1+u)$ with $u=c/c_s$, so that it is doubled at the surface. Keep $L=1000$ nm for the dilute value $D_0$ and put $\zeta=y/L$. The steady balance is

$$\frac{d}{d\zeta}\left[(1+u)\frac{du}{d\zeta}\right]=u .$$

Define the scaled flux $q=-(1+u)\,du/d\zeta$. Then $dq/d\zeta=-u$, and dividing by $du/d\zeta=-q/(1+u)$ gives

$$\frac{dq}{du}=\frac{u(1+u)}{q}\quad\Rightarrow\quad \frac{q^2}{2}=\frac{u^2}{2}+\frac{u^3}{3}.$$

The constant of integration is zero because flux and concentration vanish together at depth. Taking the positive root and integrating $d\zeta=-(1+u)\,du/q$ from the surface,

$$\frac yL=\int_u^1\frac{1+u'}{\sqrt{u'^2+2u'^3/3}}\,du' .$$

At $u=1/e$ this gives 1366 nm, and a direct numerical solution of the balance agrees. The profile is no longer one exponential. Deep down, where $u\ll1$, the integrand tends to $1/u'$ and the logarithmic slope returns to $-1/L$. A slope measured near the surface would therefore differ from one measured in the tail.

**Q:** One more word in your premise troubles me: "fresh". Suppose the boundary turns round.

**A:** Then the incoming crystal has $c_0(y)=c_se^{-y/L}$. Let the boundary return at the same speed, after the transient at the turning point. The balance $L^2c''-c=-c_0$ now has a source of the same form as a free solution, so try $c=(c_s+Ay)e^{-y/L}$. The first part satisfies $L^2c''-c=0$. For the second,

$$L^2\left(ye^{-y/L}\right)''-ye^{-y/L}=-2Le^{-y/L},$$

which requires $-2LA=-c_s$, or $A=c_s/(2L)$. Thus

$$c(y)=c_s\left(1+\frac{y}{2L}\right)e^{-y/L}.$$

At 1000 nm the fraction rises from 0.037 to 0.055. Repeated passes fill the crystal further, so a region swept more than once does not give $L$ directly. A single exponential with free height and decay length, fitted by least squares to the fractions over the first 4000 nm, follows this profile within 5% of $c_s$, but its decay length is near 1480 nm. A fit that looks good on a linear scale is therefore no proof of a single pass. A logarithmic plot is more telling: this fit is nearly 30% too high at 4000 nm, and the local decay length falls from about 1700 nm near the surface to about 1200 nm at that depth.

**Q:** How far, then, would you trust 1000 nm for zinc in copper?

**A:** As an order of magnitude. The inputs are rough, and the boundary there is not pushed at a chosen speed: the arriving solute helps to drive it, and surface tension resists its bending. Speed and shape may vary with depth and time, whereas here both are prescribed. Doubling $v$ alone gives $1000/\sqrt2\approx710$ nm. A 45° tilt gives 841 nm, a diffusivity doubled at the surface moves the $1/e$ depth to 1366 nm, and complete trapping gives 447 nm. A boundary that saturates as $c_b=sc/[1+(s-1)c]$, with constant $D_b$, moves the $1/e$ depth to about 745 nm. These are changes made one at a time, not limits on their combined effect. Slow changes of speed can be followed by using the current $v$ in $L$, provided they take much longer than the settling time at the depth of interest.

## Computed values

```
INPUTS: rough values, zinc vapour into copper
temperature of the named case: 620 K
segregation factor s: 5.0
boundary width: 0.50 nm
boundary diffusivity: 4.00e+04 nm2/s
boundary speed: 0.10 nm/s
lattice diffusivity: 4.0e-03 nm2/s
surface zinc fraction: 0.100
atomic plane step: 0.20 nm
anneal time: 10000 s
STEADY PROFILE
product s*delta*D_b: 1.000e+05 nm3/s
decay length L: 1000.0 nm = 1.000 um
L from plane-by-plane motion: 1001.0 nm
largest profile error / c_s: 0.0032
largest scaling error of L: 0.00105
zinc fraction at 500 nm: formula 0.06065, motion 0.06056
zinc fraction at 1000 nm: formula 0.03679, motion 0.03675
zinc fraction at 2000 nm: formula 0.01353, motion 0.01353
zinc fraction at 3000 nm: formula 0.00498, motion 0.00498
depth where c/c_s = 0.01: 4605 nm
solute supply v*c_s*L: 10.00 fraction nm2/s
deposit integral / (c_s*L), motion: 0.9988
START-UP
time s*delta/v: 25.0 s
boundary advance in that time: 2.50 nm
part of steady value at 1000 nm, 25 s: 0.885
part of steady value at 1000 nm, 75 s: 0.995
part of steady value at 3000 nm, 25 s: 0.322
part of steady value at 3000 nm, 75 s: 0.938
largest start-up error / c_s: 0.0032
FOIL
full thickness: 4000 nm
zinc fraction in middle plane: 0.02658
one-sided deep-crystal value: 0.01353
NEGLECTED EFFECTS
boundary travel in anneal: 1000 nm
lattice length ahead D_l/v: 0.040 nm
lattice growth factor minus 1: 4.00e-05
surface lattice reach 2sqrt(D_l t): 12.6 nm
L with atomic steps: formula 1019.6 nm, motion 1019.6 nm
L at 45 degree tilt: formula 840.9 nm, balance 840.9 nm
1/e depth, D_b doubled at surface: 1366.3 nm
same depth from boundary-value solution: 1366.3 nm
L with complete trapping, s=1: 447.2 nm
```
